# Critical depths of a Dirac square well for s1/2 and p1/2

**Question**

I am trying to solve the Dirac equation for an electron in a spherical well, $V(r)=-V_0$ for $r<R$ and zero outside. For the nonrelativistic well I match the radial function and its derivative at $R$. Here there are two radial functions, and demanding that both of them and both derivatives be continuous gives more conditions than I have constants.

What are the correct matching conditions for $\kappa=-1$ and $\kappa=+1$? How do I get from them the depth at which the lowest level of each kind first binds, and the depth at which it has sunk to $E=-c^2$? Putting $E=\pm c^2$ into my formulas gives zeros in denominators. I would like to see numbers for $R=0.01$ bohr.

**Answer**

I use Hartree atomic units and let $E$ include the rest energy, so a bound level has $-c^2<E<c^2$. The well is the time component of a vector potential: it shifts the energy and leaves the mass alone. A finite scalar well would change the mass term instead: the two radial functions would still be continuous, but the formulas below would be different.

**What is continuous at the wall**

Write the spinor as $\psi=\frac1r\,(P\chi_\kappa,\; iQ\chi_{-\kappa})$. The momentum operator can be written $\sigma\cdot p=-i\sigma_r(\partial_r-\sigma\cdot L/r)$, and the spin-angular functions obey $\sigma\cdot L\,\chi_\kappa=-(\kappa+1)\chi_\kappa$ and $\sigma_r\chi_\kappa=-\chi_{-\kappa}$. Therefore

$$\sigma\cdot p\,\frac{P}{r}\chi_\kappa=\frac{i}{r}\left(P'+\frac{\kappa}{r}P\right)\chi_{-\kappa}.$$

The same formula with $\kappa\to-\kappa$ acts on the lower part. With $w=E-V$, the two rows of the Dirac equation become

$$P'=-\frac{\kappa}{r}P+aQ,\qquad Q'=\frac{\kappa}{r}Q-bP,\qquad a=\frac{w+c^2}{c},\quad b=\frac{w-c^2}{c}.$$

These are first-order equations with a finite jump in $V$. Integrating them across a vanishing interval around $R$ gives no jump in $P$ or $Q$. The derivatives do jump; for example, $P'(R^+)-P'(R^-)=-V_0Q(R)/c$. So you match $P$ and $Q$, and nothing else. Since the overall scales inside and outside are free, this amounts to one condition on the ratio $Q/P$.

**The condition for $\kappa=-1$**

The first equation gives $Q=(P'-P/r)/a$. Differentiate $P'=P/r+aQ$ within a region of constant $V$ and insert $aQ'=-aQ/r-abP$:

$$P''=\frac{P'}{r}-\frac{P}{r^2}-\frac1r\left(P'-\frac Pr\right)-abP=-abP .$$

Define $W=E+V_0$, $k=\sqrt{W^2-c^4}/c$ and $\lambda=\sqrt{c^4-E^2}/c$. Inside, $ab=k^2$, and the solution regular at the origin is $P=\sin kr$. Outside, $ab=-\lambda^2$, and the decaying solution is $P\propto e^{-\lambda r}$. The ratios $Q/P$ at $R$ are then

$$\frac{c\,(k\cot kR-1/R)}{W+c^2}\quad\text{(inside)},\qquad -\frac{c\,(\lambda+1/R)}{E+c^2}\quad\text{(outside)}.$$

Equate them, multiply by $R(W+c^2)/c$, and set $y=kR$:

$$y\cot y=1-\frac{W+c^2}{E+c^2}(1+\lambda R)\qquad(\kappa=-1).$$

**The condition for $\kappa=+1$**

Now $Q$ is the component with $l=0$. From $Q'=Q/r-bP$ we get $P=-(Q'-Q/r)/b$. Differentiating, and using $-bP'=bP/r-abQ$,

$$Q''=\frac{Q'}{r}-\frac{Q}{r^2}-\frac1r\left(Q'-\frac Qr\right)-abQ=-abQ .$$

So $Q=\sin kr$ inside and $Q\propto e^{-\lambda r}$ outside. Equating $P/Q$ at $R$ gives

$$-\frac{k\cot kR-1/R}{W-c^2}=\frac{\lambda+1/R}{E-c^2}.$$

Multiply by $-R(W-c^2)$ and use $-(E-c^2)=c^2-E$:

$$y\cot y=1+\frac{W-c^2}{c^2-E}(1+\lambda R)\qquad(\kappa=+1).$$

**Which root belongs to which level**

First, a level needs $W>c^2$. Since $V_0>0$, we have $W>E>-c^2$. If $W<c^2$, then $k=iq$ and the left side is $qR\coth qR>1$, while both right sides are below 1. At $W=c^2$ the inner solution is $P\propto r$, $Q=0$ for $\kappa=-1$, and $Q=r$, $P=\tfrac23cr^2$ for $\kappa=+1$. The inner ratio is zero or positive there, but the outer ratio is negative, so there is no match.

Next, fix $E$ and vary $V_0$. The outer ratio stays put. For the inner one, let a subscript $W$ denote a derivative with respect to $W$. Both $a$ and $b$ have derivative $1/c$, so

$$P_W'=-\frac\kappa rP_W+aQ_W+\frac Qc,\qquad Q_W'=\frac\kappa rQ_W-bP_W-\frac Pc .$$

In $(PQ_W-QP_W)'$ every term containing $\kappa$, $a$ or $b$ cancels, which leaves $-(P^2+Q^2)/c$. The bracket vanishes at the origin, hence

$$\frac{\partial}{\partial V_0}\frac QP\bigg|_R=-\frac{1}{c\,P(R)^2}\int_0^R(P^2+Q^2)\,dr<0 .$$

For $\kappa=-1$ the inner $Q/P$ starts from 0 at $y=0$ and falls to $-\infty$ at $y=\pi$. It then falls from $+\infty$ to $-\infty$ in each further interval of length $\pi$. It therefore meets the negative outer value once per interval. The right side of the matching condition is negative, so the root has $\cot y<0$ and lies in $((n-\tfrac12)\pi,\,n\pi)$, with $n=1,2,\dots$

For $\kappa=+1$ use $P/Q$, which rises with depth. It goes from the positive value $\tfrac23cR$ to $+\infty$ at $y=\pi$, so the first interval holds no root. Each later interval holds one. There the right side is positive, so the root lies in $(n\pi,\,(n+\tfrac12)\pi)$.

Finally, for a normalized bound state $dE/dV_0=\langle\partial H/\partial V_0\rangle=-p_{\rm in}$, where $p_{\rm in}$ is the probability of being inside the well. The change of the state itself drops out because its norm is fixed. Each level thus falls steadily as the well deepens, entering at $+c^2$ and leaving at $-c^2$. The first level of each kind to bind, and the first to reach $-c^2$, is the $n=1$ branch; it is the lowest level of its kind for as long as it stays in the gap.

**The four critical depths**

The zeros in your denominators are harmless once you take limits within the right branch.

*s1/2 binds.* As $E\to c^2$, $\lambda\to0$ and $W\to c^2+V_0$. The right side tends to $1-(V_0+2c^2)/(2c^2)$, so

$$y\cot y=-\frac{V_0}{2c^2},\qquad y=\frac Rc\sqrt{V_0(V_0+2c^2)},\qquad \frac\pi2<y<\pi .$$

*p1/2 binds.* Now $W-c^2\to V_0>0$ while $c^2-E\to0^+$, so the right side tends to $+\infty$. In $(\pi,\tfrac32\pi)$ this forces $y\to\pi$ from above. Then $V_0^2+2c^2V_0=\pi^2c^2/R^2$, whose positive root is

$$V_0=-c^2+\sqrt{c^4+\pi^2c^2/R^2}.$$

*s1/2 reaches $-c^2$.* Here $W+c^2\to V_0$ and $E+c^2\to0^+$. The right side tends to $-\infty$, and $y\to\pi$ from below. With $W=V_0-c^2$ the relation is $V_0^2-2c^2V_0=\pi^2c^2/R^2$, so

$$V_0=c^2+\sqrt{c^4+\pi^2c^2/R^2}.$$

This is the p1/2 binding depth plus $2c^2$, for every $R$.

*p1/2 reaches $-c^2$.* The right side stays finite, $1+(V_0-2c^2)/(2c^2)$, and

$$y\cot y=\frac{V_0}{2c^2},\qquad y=\frac Rc\sqrt{V_0(V_0-2c^2)},\qquad \pi<y<\frac{3\pi}2 .$$

The wave functions show why two cases are simple. For $\kappa=+1$ at $E=c^2$ the outer equation is $Q'=Q/r$, so $Q\propto r$ unless it vanishes. It must vanish, which gives $\sin kR=0$. What remains outside is $P\propto1/r$, which is normalizable. For $\kappa=-1$ at $E=-c^2$ the same happens with $P$ and $Q$ exchanged. In the other two cases the radial function of the $l=0$ component ($P$ for $\kappa=-1$, $Q$ for $\kappa=+1$) tends to a constant outside, and the edge solution is not normalizable.

**How steeply a level meets the edge**

At p1/2 binding take $Q=\sin kr$ with $kR=\pi$, and $b=V_0/c$ inside. Then $\int_0^RQ^2dr=R/2$. Since $2QQ'/r-Q^2/r^2=(Q^2/r)'$ integrates to zero,

$$\int_0^RP^2dr=\frac{c^2}{V_0^2}\int_0^R\left(Q'-\frac Qr\right)^2dr=\frac{c^2k^2R}{2V_0^2}=\frac{R}{2}\,\frac{V_0+2c^2}{V_0}.$$

Outside, $P=P(R)R/r$ with $P(R)=ck/V_0$, which contributes $P(R)^2R=R(V_0+2c^2)/V_0$. Hence

$$p_{\rm in}=\frac{V_0+c^2}{2V_0+3c^2}\quad\text{(p binds)},\qquad p_{\rm in}=\frac{V_0-c^2}{2V_0-3c^2}\quad\text{(s reaches }-c^2).$$

The second follows from the same integrals with $P$ and $Q$ exchanged and $c^2\to-c^2$. In the two non-normalizable cases the outer norm grows as $1/\lambda$, so $p_{\rm in}\to0$ and the level meets the edge with zero slope.

**Wide and narrow wells**

Put $\rho=cR$, the radius in reduced Compton wavelengths, and $v=V_0/c^2$.

For $\rho\gg1$, the s binding root is $y=\pi/2+\delta$ with $-\tfrac\pi2\delta\approx-\tfrac v2$, so $\delta\approx v/\pi$ and $y^2\approx\pi^2/4+v$. Setting this equal to $\rho^2v(v+2)$ and solving by iteration from $v=\pi^2/(8\rho^2)$ gives the first line below. Expanding the square root gives the second:

$$V_0\approx\frac{\pi^2}{8R^2}\left[1-\frac{\pi^2-8}{16\rho^2}\right]\ \text{(s binds)},$$

$$V_0\approx\frac{\pi^2}{2R^2}\left[1-\frac{\pi^2}{4\rho^2}\right]\ \text{(p binds)}.$$

The leading terms are the nonrelativistic depths. The s level reaches $-c^2$ near $2c^2+\pi^2/(2R^2)$. For p, $v\to2$ turns the condition into $\tan y=y$, with root $y_1\approx4.493$, and the depth is near $2c^2+y_1^2/(2R^2)$.

For $\rho\ll1$ the square roots give $v\approx\pi/\rho\mp1$ for p binding and s reaching $-c^2$. For s binding, $v\approx y/\rho-1$, so $\cot y=-v/(2y)\approx-1/(2\rho)$. This means $y\approx\pi-2\rho$ and $v\approx\pi/\rho-3$. For p reaching $-c^2$, $v\approx y/\rho+1$ and $\cot y\approx1/(2\rho)$, so $y\approx\pi+2\rho$ and $v\approx\pi/\rho+3$. The four depths become equally spaced by $2c^2$.

**Numbers for $R=0.01$ bohr**

Here $c=137.036$, $c^2=18778.87$ hartree and $\rho=1.37036$, so neither limit applies. For the two cases with $y=\pi$,

$$\sqrt{1+(\pi/1.37036)^2}=\sqrt{6.2557}=2.50114 .$$

Subtracting or adding 1 gives $1.50114\,c^2$ and $3.50114\,c^2$. The s binding root is $y=1.74645$, so $v=\sqrt{1+(1.74645/1.37036)^2}-1=0.61994$. As a check, $y\cot y=-0.3100=-v/2$. The last root is $y=4.24787$, so $v=\sqrt{1+(4.24787/1.37036)^2}+1=4.25713$.

| Event | $V_0$ (hartree) | $V_0/c^2$ |
|---|---|---|
| s1/2 binds | 11641.9 | 0.6199 |
| p1/2 binds | 28189.7 | 1.5011 |
| s1/2 reaches $-c^2$ | 65747.4 | 3.5011 |
| p1/2 reaches $-c^2$ | 79944.0 | 4.2571 |

Direct integration of the radial equations, extrapolated to the edges, reproduces the depths given by the formulas to within 0.005 hartree.

The nonrelativistic binding depths are 12337.0 hartree for s and 49348.0 hartree for p. The first is 6% above the Dirac value and the second 75% above it. The wide-well corrections already point this way: the coefficient of $-1/\rho^2$ is about 0.117 for s but 2.47 for p. At this radius the p correction exceeds 100%, so that expansion is no use here and the full formula is needed.

At $V_0=47000$ hartree, or $2.50281\,c^2$, both levels are bound:

- s1/2 has $E=-3926.8$ hartree $=-0.20911\,c^2$, with $y=2.82875$ and $\lambda R=1.34007$. The right side of its condition is $1-(3.29370/0.79089)\times2.34007=-8.745$, and $y\cot y=-8.745$ as well.
- p1/2 has $E=5931.0$ hartree $=0.31584\,c^2$, with $y=3.61130$ and $\lambda R=1.30022$. Its right side is $1+(1.81865/0.68416)\times2.30022=7.114$, equal to $y\cot y$.

The nonrelativistic well of this depth would not yet bind a p level, whereas the Dirac level lies $18778.87-5931.03=12847.84$ hartree below $c^2$. The s level has a negative total energy, but nothing special happens at $E=0$: it is still an ordinary bound state in the gap.

The inside probabilities at this depth are 0.810 for s and 0.773 for p, and they equal the rates at which the energies fall with depth. At the edges, the p level starts with slope $-2.50114/6.00228=-0.4167$, and the s level arrives at $-c^2$ with slope $-2.50114/4.00228=-0.6249$. Because $p_{\rm in}<1$, a level needs more than $2c^2$ of extra depth to cross the gap: $2.881\,c^2$ for s and $2.756\,c^2$ for p.

**Where the bound-state treatment ends**

Beyond its last critical depth a level is no longer a discrete state in the gap: on its branch, no decaying outer solution matches the inner one. At energies below $-c^2$, $\lambda$ is imaginary and the outer solutions oscillate, so there you have a scattering problem in the lower continuum. The depths found here also belong to one electron in a fixed, sharp-edged external well; the response of the vacuum to so strong a field is left out.

## Computed results

```
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.8651 hartree
well radius R = 0.01 bohr
c R = 1.370360 (dimensionless)
intermediate depth = 47000.0 hartree = 2.50281 c^2
s1/2 at this depth: E = -3926.779 hartree = -0.209106 c^2
  k R = 2.828754, lambda R = 1.340065
  probability inside = 0.809664, dE/dV0 = -0.809664
p1/2 at this depth: E = 5931.025 hartree = 0.315835 c^2
  k R = 3.611303, lambda R = 1.300217
  probability inside = 0.773043, dE/dV0 = -0.773043
s1/2: depths below 12 c^2 with E = 0.3 c^2: 5
p1/2: depths below 12 c^2 with E = 0.3 c^2: 5
s1/2 binds at V0 = 11641.852 hartree = 0.619944 c^2
  k R = 1.746454; from integration V0 = 11641.852 hartree
  inside probability at the edge: formula 0.00000, integration 0.00000
p1/2 binds at V0 = 28189.693 hartree = 1.501139 c^2
  k R = 3.141593; from integration V0 = 28189.689 hartree
  inside probability at the edge: formula 0.41670, integration 0.41670
s1/2 reaches -c^2 at V0 = 65747.423 hartree = 3.501139 c^2
  k R = 3.141593; from integration V0 = 65747.426 hartree
  inside probability at the edge: formula 0.62493, integration 0.62493
p1/2 reaches -c^2 at V0 = 79944.044 hartree = 4.257129 c^2
  k R = 4.247870; from integration V0 = 79944.044 hartree
  inside probability at the edge: formula 0.00000, integration 0.00000
s1/2 at -c^2 minus p1/2 binding depth = 2.000000 c^2
s1/2 depth range from +c^2 to -c^2 = 2.881195 c^2
p1/2 depth range from +c^2 to -c^2 = 2.755989 c^2
nonrelativistic s binding depth = 12337.006 hartree
nonrelativistic p binding depth = 49348.022 hartree
wide well, c R = 100: (V0/V_nonrel - 1)(cR)^2: s -0.11685, p -2.46618
first positive root of tan y = y: 4.493409
narrow well, c R = 0.001: (V0 - pi c/R)/c^2 for s binds, p binds,
  s at -c^2, p at -c^2: -3.0005, -0.9998, 1.0002, 2.9995
```
